# Why (1−T)/T Adds for Two Phase-Incoherent Scatterers in Series, part 1

(Sections cited here and not found follow in the second part.)

## First half: the series law and its meaning

### The decision

Suppose that the transmission probability of each grain boundary in a narrow metal line has been computed separately, and the resistance of the line is wanted. Something must be added up along the line, and the decision is what. The obvious candidate is the two-terminal resistance of each boundary, which is proportional to \(1/T_i\). For two boundaries with \(T_1=0.80\) and \(T_2=0.70\) in one channel, these resistances are 16.13 kΩ and 18.44 kΩ, with the sum 34.57 kΩ. The pair has 21.66 kΩ. The sum is too large by 60 % of the true value.

The quantity to add is

\[
\rho_i=\frac{1-T_i}{T_i},
\]

provided that the electron keeps no memory of its phase between the boundaries. This half derives the rule and finds what the discarded part of \(1/T_i\) stands for. The second half examines the proviso and applies the rule to a copper line.

### Channel, scatterer and conductance

A channel is a one-dimensional path on which an electron of given energy can move right or left. A single-channel scatterer takes an electron arriving from the left and either transmits it, with probability \(T_i\), or reflects it, with probability \(R_i\). No electrons are lost, so

\[
T_i+R_i=1 .
\]

The same two probabilities hold for arrival from the right. To see why, let \(t\) and \(r\) be the transmitted and reflected amplitudes for a unit wave from the left, and \(t'\) and \(r'\) those for a unit wave from the right. Conservation of flux for every combination of incoming waves makes the matrix

\[
S=\begin{pmatrix} r & t'\\ t & r'\end{pmatrix}
\]

unitary. Its first column gives \(|r|^2+|t|^2=1\), and its first row gives \(|r|^2+|t'|^2=1\). Hence \(|t'|^2=|t|^2\). The second column gives \(|t'|^2+|r'|^2=1\), and so \(|r'|^2=|r|^2\). Equal transmission from both sides is therefore a consequence of flux conservation in one channel, even for an asymmetric scatterer. I take \(0<T_i\le 1\) throughout.

The link to resistance comes from counting the electrons that arrive. Per unit length there are \(dk/2\pi\) right-moving states in the interval \(dk\), and a factor 2 for spin. They move with velocity \(v=\hbar^{-1}dE/dk\). The flux they carry, when occupied, is

\[
2\,v\,\frac{dk}{2\pi}=\frac{2}{2\pi\hbar}\,dE=\frac{2}{h}\,dE .
\]

The velocity has cancelled. Let the left and right reservoirs have occupations \(f_L(E)\) and \(f_R(E)\), displaced in energy by \(eV\), where \(V\) is the small applied voltage. With the same transmission \(T\) in both directions, the magnitude of the net current is

\[
I=\frac{2e}{h}\int T\,(f_L-f_R)\,dE=\frac{2e^2}{h}\,T\,V .
\]

The last step takes \(T\) as constant over the energies where \(f_L\) and \(f_R\) differ, and uses \(\int(f_L-f_R)\,dE=eV\). The two-terminal resistance of one channel is thus

\[
\frac1G=\frac{h}{2e^2}\,\frac1T,\qquad \frac{h}{2e^2}=12.906\ \text{kΩ}.
\]

### What incoherence means here

An electron can cross two scatterers in several ways: directly, or after bouncing between them. In quantum mechanics the amplitudes of these paths are added and the sum is squared. The square contains the probability of each path and also cross terms between different paths. A cross term depends on the phase difference of its two paths.

The assumption of phase incoherence is that these cross terms average to zero. It holds if the phase gathered between the scatterers is scrambled afresh on each passage, for example by weak contact with fluctuating surroundings that changes neither the direction nor, to any extent that matters, the energy of the electron. What remains is the sum of the probabilities of the paths. The same assumption applies to two waves that meet at a scatterer from opposite sides: the mean outgoing flux is the sum of a transmitted and a reflected part, with no interference term.

### Summing the paths

Send unit flux from the left. The shortest way to the far side is to pass scatterer 1 and then scatterer 2, which has probability \(T_1T_2\). The next is to pass scatterer 1, be reflected by scatterer 2, be reflected by scatterer 1 from its right side, and pass scatterer 2. This has probability \(T_1R_2R_1T_2\). Each further round trip inserts another factor \(R_2R_1\). A path with \(n\) round trips therefore contributes

\[
P_n=T_1\,(R_1R_2)^n\,T_2,\qquad n=0,1,2,\dots
\]

The paths are mutually exclusive histories, so their probabilities add. Write \(x=R_1R_2\) and let \(S_N=1+x+\dots+x^{N-1}\). Multiplication by \(x\) shifts every term by one place, so that \(S_N-xS_N=1-x^N\), and

\[
S_N=\frac{1-x^N}{1-x}.
\]

Because \(T_i>0\), we have \(x<1\), so \(x^N\to0\) as \(N\) grows. The total transmission is

\[
T=\sum_{n=0}^{\infty}P_n=\frac{T_1T_2}{1-R_1R_2}.
\]

If only the first \(N\) paths are kept, the missing part is \(T\,x^N\), as the formula for \(S_N\) shows.

For \(R_1=0.20\) and \(R_2=0.30\), the product is \(x=0.06\). The direct path gives \(0.80\times0.70=0.56\). One round trip adds \(0.56\times0.06=0.0336\), which brings the sum to 0.5936. Two round trips bring it to 0.59562, and the complete sum is \(0.56/0.94=0.59574\). The series converges quickly here because an electron must be reflected twice to stay for another round.

### The reflected flux

The reflected probability can be summed independently, which checks that no path has been forgotten. Either the electron is reflected at once by scatterer 1, or it enters, is reflected by scatterer 2, makes \(n\) further round trips, and leaves through scatterer 1:

\[
R=R_1+T_1R_2\left[\sum_{n=0}^\infty (R_1R_2)^n\right]T_1
=R_1+\frac{T_1^2R_2}{1-R_1R_2}.
\]

Adding the transmitted part gives

\[
T+R=R_1+\frac{T_1\,(T_2+T_1R_2)}{1-R_1R_2}.
\]

Now replace \(T_2\) by \(1-R_2\) and \(T_1\) by \(1-R_1\) inside the bracket:

\[
T_2+T_1R_2=1-R_2+R_2-R_1R_2=1-R_1R_2 .
\]

The fraction reduces to \(T_1\), and \(T+R=R_1+T_1=1\). In the example, \(R=0.20+0.64\times0.30/0.94=0.40426\), which with \(T=0.59574\) makes 1.

### The additive quantity

From the result for \(T\),

\[
\frac{1-T}{T}=\frac1T-1=\frac{1-R_1R_2}{T_1T_2}-1=\frac{1-R_1R_2-T_1T_2}{T_1T_2}.
\]

The numerator needs the product \(T_1T_2=(1-R_1)(1-R_2)=1-R_1-R_2+R_1R_2\). Subtracting it gives

\[
1-R_1R_2-T_1T_2=R_1+R_2-2R_1R_2 .
\]

Give one of the two products \(R_1R_2\) to each of the single terms:

\[
R_1+R_2-2R_1R_2=R_1(1-R_2)+R_2(1-R_1)=R_1T_2+R_2T_1 .
\]

Division by \(T_1T_2\) separates the two scatterers:

\[
\boxed{\;\frac{1-T}{T}=\frac{R_1}{T_1}+\frac{R_2}{T_2}=\frac{1-T_1}{T_1}+\frac{1-T_2}{T_2}\;}
\]

or \(\rho=\rho_1+\rho_2\). In the example, \(\rho_1=0.20/0.80=0.2500\) and \(\rho_2=0.30/0.70=0.4286\). Their sum is 0.6786, and \(1/(1+0.6786)=0.5957\) recovers \(T\).

### Why 1/T is not additive

Since \(1/T_i=1+\rho_i\) and \(1/T=1+\rho\), the law just found reads

\[
\frac1T=1+\rho_1+\rho_2=\frac1{T_1}+\frac1{T_2}-1 .
\]

The sum of the separate values of \(1/T_i\) exceeds the true value by 1, whatever the two transmissions are. In the example, \(1.2500+1.4286=2.6786\), while \(1/T=1.6786\). Relative to the true value, the excess is \(1/(1/T)=T\). Adding two-terminal resistances is thus a fair approximation if the pair transmits poorly, and a bad one if it transmits well. The extreme case is a second scatterer with \(T_2=1\), which does nothing. The law gives \(\rho_2=0\), as it should, whereas the sum of \(1/T_i\) still grows by 1.

One may ask whether some other constant could be subtracted from \(1/T\). Demand that \(1/T+c\) be additive:

\[
\frac1T+c=\frac1{T_1}+c+\frac1{T_2}+c .
\]

Inserting the law for \(1/T\) leaves \(-1+c=2c\), and therefore \(c=-1\). Within this family the additive choice is unique.

### What the 1 stands for

The subtraction has a physical meaning, which appears when the flux is followed through the structure. At any place let \(a\) be the right-moving flux and \(b\) the left-moving flux, in units of the flux of a fully occupied channel. These are then also the occupations of the right-moving and left-moving states. In the steady state the net flux \(J=a-b\) is the same everywhere.

Consider one scatterer with probabilities \(T_i\) and \(R_i\). Let \(a\) and \(b\) be the fluxes on its left, and \(a'\) and \(b'\) those on its right. The incoming fluxes are \(a\) and \(b'\), and the outgoing ones are

\[
a'=T_ia+R_ib',\qquad b=R_ia+T_ib' .
\]

The net flux on the left is

\[
J=a-b=(1-R_i)a-T_ib'=T_i\,(a-b').
\]

The mean occupation falls from \((a+b)/2\) to \((a'+b')/2\). The drop is

\[
\frac{a+b-a'-b'}2=\frac{(1+R_i-T_i)\,a-(1+R_i-T_i)\,b'}2=R_i\,(a-b'),
\]

because \(1-T_i=R_i\). Dividing by \(J\) eliminates the incoming fluxes:

\[
\text{drop at scatterer } i=\frac{R_i}{T_i}\,J=\rho_i\,J .
\]

This explains the additivity without any series. The same \(J\) passes through each scatterer, and successive drops of one quantity along a line add.

The contacts supply the rest. Let the left reservoir inject with occupation 1 and the right one with occupation 0. To the left of the whole structure the right-moving occupation is 1 and the left-moving one is \(R\), so the mean is \((1+R)/2\). It lies below the occupation of the reservoir by \((1-R)/2=T/2=J/2\). To the right of the structure the mean is \(T/2=J/2\), which lies above the occupation 0 of the right reservoir by the same amount. The full difference between the reservoirs is therefore

\[
1=\frac J2+\rho\,J+\frac J2=(1+\rho)\,J .
\]

With \(J=T\) this is \(1/T=1+\rho\). The 1 belongs to the two contacts, half to each. It is present even in a channel without scatterers, and it occurs once in the whole structure. Adding \(1/T_1\) and \(1/T_2\) counts two pairs of contacts where there is one.

In the example the drops are \(0.2979\) at each contact, \(0.2500\times0.5957=0.149\) at the first scatterer and \(0.4286\times0.5957=0.255\) at the second. They add to 1 within rounding.

### More than two scatterers, and the limits

Two scatterers together form an object with transmission \(T\) and reflection \(1-T\). The formula for \(T\) is unchanged when the labels 1 and 2 are exchanged, so the object transmits equally from both sides. It meets every condition placed on a single scatterer and can be combined with a third. If the phase is scrambled in each gap, repetition of the argument gives

\[
\frac1G=\frac{h}{2e^2}\left(1+\sum_i\rho_i\right).
\]

For \(n\) equal scatterers the bracket is \(1+n\rho_1\). The resistance has a fixed part from the contacts and a part proportional to the number of scatterers, which is Ohm's law when they are evenly spaced. The transmission \(T=1/(1+n\rho_1)\) falls off as \(1/n\) for large \(n\). The direct path alone would give \(T_1^n\), which falls exponentially. The difference is carried by the electrons that were reflected and came back.

For weak scatterers, \(\rho_i=R_i/(1-R_i)\approx R_i\), and the reflection probabilities themselves add to leading order. With \(R_1+R_2=0.50\) against the true \(R=0.404\), the example lies outside that regime. If one scatterer is nearly opaque, its \(\rho_i\) dominates the sum and the others hardly matter.

## Second half: the role of phase, and a copper line

### Symbols and results carried over

Scatterer \(i\) transmits with probability \(T_i\) and reflects with \(R_i=1-T_i\), from either side. The additive quantity is \(\rho_i=(1-T_i)/T_i\). For two scatterers whose path probabilities are added, \(T=T_1T_2/(1-R_1R_2)\), \(\rho=\rho_1+\rho_2\), and the two-terminal resistance of one spin-degenerate channel is \((h/2e^2)(1+\rho)\), where the 1 belongs to the contacts. The example has \(R_1=0.20\), \(R_2=0.30\), \(\rho=0.6786\) and \(T=0.5957\).

### The same pair with amplitudes

Let \(t_1\) and \(t_2\) be the transmission amplitudes, \(r_2\) the reflection amplitude of scatterer 2 from its left, \(r_1'\) that of scatterer 1 from its right, and \(\varphi\) the phase gathered in one crossing of the gap. A round trip multiplies the amplitude by \(r_2r_1'e^{2i\varphi}\). Its modulus is \(q=\sqrt{R_1R_2}\), and its phase is called \(\theta\). The amplitudes of all paths sum to

\[
t=t_1e^{i\varphi}t_2\sum_{n=0}^\infty\left(q\,e^{i\theta}\right)^n=\frac{t_1t_2\,e^{i\varphi}}{1-q\,e^{i\theta}} .
\]

Squaring the modulus, with \(|1-qe^{i\theta}|^2=1+q^2-2q\cos\theta\), gives

\[
T(\theta)=\frac{T_1T_2}{1+R_1R_2-2\sqrt{R_1R_2}\,\cos\theta}.
\]

The extremes are \(T_1T_2/(1+q)^2\) at \(\cos\theta=-1\) and \(T_1T_2/(1-q)^2\) at \(\cos\theta=1\). For the example they are 0.361 and 0.982. The same two scatterers can thus block most of the flux or pass nearly all of it, depending on their distance measured in wavelengths. No function of \(T_1\) and \(T_2\) alone can describe this, so no series law of the kind derived above exists for a coherent pair.

### Averaging over the phase

To see what an average over \(\theta\) does, write the square as a double sum over paths:

\[
\frac1{|1-qe^{i\theta}|^2}=\sum_{m=0}^\infty\sum_{n=0}^\infty q^{m+n}e^{i(m-n)\theta}.
\]

The terms with \(m=n\) are the path probabilities, and the others are the cross terms. Collect the terms with \(m-n=p>0\). They have \(m+n=2n+p\) and sum to \(e^{ip\theta}q^p/(1-q^2)\). Those with \(m-n=-p\) give the complex conjugate. Therefore

\[
T(\theta)=\frac{T_1T_2}{1-R_1R_2}\left[1+2\sum_{p=1}^\infty q^p\cos p\theta\right].
\]

If \(\theta\) is spread uniformly over a full turn, each cosine averages to zero, and the mean is the incoherent \(T\). For two scatterers, averaging the coherent transmission over the phase and adding probabilities are equivalent.

It matters that the transmission is averaged, and not the resistance. The mean of \(1/T(\theta)\) is \((1+R_1R_2)/(T_1T_2)\), because the cosine in the numerator averages out. The incoherent value is \((1-R_1R_2)/(T_1T_2)\). The difference is \(2R_1R_2/(T_1T_2)=2\rho_1\rho_2\), so the mean of \((1-T)/T\) over the phase is \(\rho_1+\rho_2+2\rho_1\rho_2\), which is not additive. Channels in parallel at a common voltage add their conductances, and for them the average of \(T\) is the right one.

For two scatterers without phase memory, the quantities \((1-T_i)/T_i\) add and the contact term is counted once; averaging the coherent transmission of the pair over a uniform phase gives the same incoherent transmission. It remains to see what changes with a third scatterer, and to apply the rule to a copper line, with its residual interference, unequal channels and scattering in the metal and at the walls.
